The modified Becke-Johnson potential is used to obtain band gaps of semiconductors at the cost of a semilocal calculation. It mixes an exchange-hole potential with a kinetic-energy term, and the mixing is set by a number c. This problem asks what c does in the uniform electron gas, and what changes when the density varies.

Hartree atomic units are used in the derivations, and eV and nm in the numerical parts. The gas is at zero temperature, carries no current, and has a neutralising background. Let n be the density of one spin, k its Fermi wavevector, and

t = ½ Σ |∇ψ|²

its kinetic-energy density, summed over the occupied orbitals of that spin. The factor ½ belongs to the definition. The potential for this spin is

v(c) = c v_S + (3c − 2) K,

K = (1/π) √(5/12) √(2t/n).

Here v_S is the Slater potential, the Coulomb potential of the exact exchange hole:

v_S(r) = −(1/n(r)) ∫ |γ(r,r′)|² / |r − r′| d³r′,

where γ(r,r′) = Σ ψ(r)ψ*(r′) is the density matrix of that spin. Practical calculations usually put a model hole in place of the exact one; part (e) treats that change.

**(a) Find the Slater potential of the uniform gas in terms of k.**

**Solution.** The occupied orbitals are plane waves with wavevectors q inside a sphere of radius k. Counting them gives

n = (4πk³/3)/(2π)³ = k³/(6π²).

With r now the distance between the two points, integration over the directions of q gives

γ(r) = ∫_{q<k} e^{iq·r} d³q/(2π)³
= (1/(2π²r)) ∫₀ᵏ q sin(qr) dq
= (sin kr − kr cos kr)/(2π²r³).

Define x = kr and the spherical Bessel function j₁(x) = (sin x − x cos x)/x². Since k³/(2π²) = 3n,

γ(r) = 3n j₁(x)/x.

Insert this in the definition of v_S. The volume element 4πr² dr and the Coulomb factor 1/r leave 4πr dr = 4πx dx/k², so

v_S = −(36πn/k²) J, J = ∫₀^∞ j₁²(x)/x dx.

To find J, let j₀ = sin x/x. Direct differentiation gives

j₀′ = −j₁, j₁′ = j₀ − 2j₁/x.

Therefore

d(j₀² + j₁²)/dx = −2j₀j₁ + 2j₁j₀ − 4j₁²/x = −4j₁²/x.

At x = 0 we have j₀ = 1 and j₁ = 0, and both functions vanish at infinity. Hence J = ¼, and

v_S = −9πn/k² = −3k/(2π).

**(b) Find the exact exchange potential of the same gas, and confirm it from the exchange energy of an electron at the Fermi surface.**

**Solution.** Exchange acts between electrons of equal spin, so each spin contributes separately to the energy. Its energy per volume is half the density times the hole potential; the half prevents double counting:

e_x = ½ n v_S = −3nk/(4π).

The exchange potential is the functional derivative of the exchange energy with respect to the density of that spin. In a uniform gas it is independent of position. A uniform density change δn in a volume Ω then changes the energy by Ω v_x δn, which must equal Ω (de_x/dn) δn. Because k is proportional to n^(1/3),

d(nk)/dn = k + k/3 = 4k/3,

v_x = −(3/(4π))(4k/3) = −k/π.

This is two thirds of the Slater potential. The Slater potential averages the exchange energy of an electron over the whole Fermi sphere, whereas v_x describes adding density at its surface.

For the second route, the exchange self-energy of a plane wave p is

Σ(p) = −∫_{q<k} [4π/|p − q|²] d³q/(2π)³.

With u the cosine of the angle between p and q,

∫₋₁¹ du/(p² + q² − 2pqu) = (1/(pq)) ln[(p + q)/|p − q|].

The remaining factors are 4π · 2π/(2π)³ = 1/π. At p = k, with q = ky,

Σ(k) = −(k/π) ∫₀¹ y ln[(1 + y)/(1 − y)] dy.

Integrate by parts, taking (y² − 1)/2 as the antiderivative of y. The boundary terms vanish at both ends. The derivative of the logarithm is 2/(1 − y²), so the integral is

−∫₀¹ [(y² − 1)/2][2/(1 − y²)] dy = 1.

Thus Σ(k) = −k/π, in agreement with the energy derivative.

**(c) Evaluate K, and determine how v(c) depends on c. If the coefficient 3c − 2 were an unknown function a(c), what would the uniform gas require it to be?**

**Solution.** The mean of q² over the filled sphere is

⟨q²⟩ = ∫₀ᵏ q⁴ dq / ∫₀ᵏ q² dq = (k⁵/5)/(k³/3) = 3k²/5.

Since t = ½ n⟨q²⟩, the ratio 2t/n equals 3k²/5. Therefore

K = (1/π) √[(5/12)(3k²/5)] = (1/π) √(k²/4) = k/(2π).

Combining this with part (a),

v(c) = −3ck/(2π) + (3c − 2)k/(2π) = −k/π.

The terms proportional to c cancel. What remains is −2K, which is the exact exchange potential of part (b), for every real constant c. The same algebra holds for each spin with its own k, so it covers a spin-polarised gas.

For an unknown coefficient the requirement reads

−3ck/(2π) + a(c)k/(2π) = −k/π.

Multiplication by 2π/k gives a(c) = 3c − 2. Within this two-term form, the uniform gas therefore fixes the second coefficient once the first is called c. It gives no information about c itself.

Three values show how differently the same result can be assembled. At c = 1 the potential is v_S + K, the unmodified Becke-Johnson form. At c = 2/3 the kinetic term is absent and two thirds of the Slater potential remains. At c = 0 the hole term is absent and the kinetic term supplies everything.

The Tran-Blaha prescription sets c from the density of the crystal,

c = α + β √(cell average of |∇n_tot|/n_tot),

where n_tot is the density of both spins and α = −0.012. In a uniform gas the gradient vanishes and c = α. This is far from the values of order one used for semiconductors, yet the potential is still right, because its value there does not depend on c.

**(d) Evaluate the two terms for a uniform gas with the mean valence density of silicon. Take a rough lattice constant of 0.543 nm and eight atoms per cubic cell, with four valence electrons each.**

**Solution.** The total density is

n_tot = 32/(0.543 nm)³ = 199.9 nm⁻³.

Each spin has half of it, so

k = (3π² n_tot)^(1/3) = 18.09 nm⁻¹,

and the Fermi energy is 12.5 eV. The results of parts (a) to (c) become

v_S = −12.436 eV, K = 4.145 eV, v_x = −8.291 eV.

The last value is −0.3047 hartree. At c = 1.2, for example, 3c − 2 = 1.6, and

1.2(−12.436) + 1.6(4.145) = −14.923 + 6.633 = −8.291 eV

after rounding of the unrounded terms. For several values of c, all in eV:

c = −0.012: hole part 0.149, kinetic part −8.440, sum −8.291
c = 0: hole part 0, kinetic part −8.291, sum −8.291
c = 1: hole part −12.436, kinetic part 4.145, sum −8.291
c = 1.5: hole part −18.654, kinetic part 10.363, sum −8.291

Between c = 1 and c = 1.5 each part changes by 6.218 eV, in opposite directions.

Two omissions can be sized at this density. Correlation is outside the exchange potential. In the Perdew-Wang parametrisation of the uniform gas its potential is −1.40 eV, about 17% of the exchange value. Temperature alters t: with the density held fixed, numerical Fermi-Dirac integrals give an increase of K by 0.037 meV between 0 and 300 K. At c = 1.2 this contributes 1.6 × 0.037 = 0.059 meV. The hole term changes more. With Fermi-Dirac occupations in the exchange integral, v_S rises by 0.59 meV, which contributes 1.2 × 0.59 = 0.71 meV. The total thermal shift at c = 1.2 is therefore about 0.77 meV, still small beside 8.291 eV.

**(e) Replace the exact hole by the Becke-Roussel model. Does the potential remain independent of c?**

**Solution.** The model represents the hole by a unit exponential charge, (a³/8π) exp(−a × distance), centred a distance b from the reference electron. Let z = ab. Two conditions fix a and b. First, the hole density at the electron must equal n:

(a³/8π) e^{−z} = n, so b³ = z³e^{−z}/(8πn).

Second, its spherical average at a small distance s must have the form n + Qs². For any smooth function the coefficient of s² is one sixth of the Laplacian. For the exponential this gives

Q = (n/6)(a² − 2a/b) = n z(z − 2)/(6b²).

Eliminating b,

Q = (2/3)π^(2/3) n^(5/3) (z − 2)e^{2z/3}/z.

In the uniform gas, j₁(x)/x = (1/3)(1 − x²/10 + …). The exact hole density |γ|²/n is therefore n(1 − k²s²/5 + …), so its curvature coefficient is Q = −nk²/5. The model allows a factor g on this curvature, Q = −g nk²/5. With k² = (6π²n)^(2/3), the condition for z becomes

(z − 2)e^{2z/3}/z = −(3g/10)(6π)^(2/3).

The density has dropped out, so z depends on g alone, and b is proportional to 1/k.

The hole potential at the electron is

v_BR = −(1/b)[1 − e^{−z}(1 + z/2)].

To see this, write the potential of the positive unit charge as φ(r), with rφ = 1 − e^{−ar}(1 + ar/2). Two derivatives give (rφ)″ = −a³r e^{−ar}/2. Division by r gives −4π times the exponential charge density, as Poisson's equation requires. The potential is finite at the origin and approaches 1/r far away, so it is the required solution.

Solving for z numerically at the density of part (d) gives

g = 0.8: v_BR = −12.431 eV
g = 1: v_BR = −12.119 eV

against the exact −12.436 eV. The total potential is now

v(c) = −k/π + c(v_BR − v_S),

so independence of c is lost. At c = 1.2 the error is 6.0 meV for g = 0.8 and 381 meV for g = 1, or 0.07% and 4.6% of the magnitude of v_x. Both v_BR and v_S are proportional to k, so these percentages hold at any density for the same c. The value g = 1, which keeps the exact curvature, gives the poorer potential here. Both model holes have the wrong shape away from the electron, so each gains too little potential from some distances and too much from others. For g = 0.8 these errors nearly cancel; for g = 1 they do not.

**(f) Where can c act? Examine the slope of v with respect to c at fixed orbitals, first in the tail of a finite system and then in a gas with a periodic density.**

**Solution.** Differentiation at fixed orbitals gives

dv/dc = v_S + 3K.

In the uniform gas this is −3k/(2π) + 3k/(2π) = 0. It would also vanish wherever the density varied so slowly that v_S and K both took their local uniform-gas values. Other densities need not obey this balance.

Consider the far tail of a finite system where one orbital dominates and falls as e^{−κr}, apart from slower factors. There |∇ψ| → κ|ψ|, so 2t/n → κ² and

K → √(5/12) κ/π.

The hole holds one unit of charge and stays near the system, so v_S → −1/r. Hence

v(c) → (3c − 2) √(5/12) κ/π, dv/dc → 3√(5/12) κ/π.

The hole term dies away and the kinetic term does not. The cancellation fails completely, and the limiting value of the potential depends on c.

For a periodic case, take independent electrons in three dimensions in an applied potential A cos(Gx). The mean density is that of part (d), and the wavelength is 0.3135 nm, the spacing of silicon's (111) planes for the chosen lattice constant. Motion along y and z is free. The Bloch states along x were obtained by diagonalisation in plane waves, and the Fermi level was adjusted to keep the mean density. The Slater potential was then integrated numerically from the density matrix, with the distant tail of the hole taken from the uniform gas. The values of v_S at A = 3 eV move by about 0.4 meV with the numerical treatment of this integral, so their last digit is uncertain by one unit. The density peaks where the applied potential is lowest.

For A = 0.3 eV:

peak: n_tot = 206.3 nm⁻³, dv/dc = −0.128 eV
trough: n_tot = 193.5 nm⁻³, dv/dc = +0.130 eV

For A = 3 eV:

peak: n_tot = 267.4 nm⁻³, v_S = −13.682 eV, K = 4.161 eV, dv/dc = −1.20 eV
trough: n_tot = 140.0 nm⁻³, v_S = −11.120 eV, K = 4.173 eV, dv/dc = +1.40 eV

A tenfold increase of A raises the slopes by factors of 9.4 and 10.8, so the effect is roughly linear in this range.

The numbers also show which term upsets the balance. At the peak for A = 3 eV, the uniform-gas exchange potential at the local density is −9.135 eV. The local uniform values would therefore be v_S = 1.5 × (−9.135) = −13.703 eV and K = 9.135/2 = 4.568 eV. The actual v_S differs from its local value by only 0.021 eV, but K is lower than its local value by 0.406 eV. Their contributions to the slope are

0.021 − 3 × 0.406 = −1.20 eV.

At this wavelength the hole potential nearly follows the local density, while K stays close to its uniform value of 4.145 eV. Other wavelengths were not examined, so this is not offered as a general rule.

A larger c thus lowers the potential at the density peak and raises it at the trough. With the orbitals held fixed at A = 3 eV:

c = 1: −9.520 eV at the peak, −6.948 eV at the trough, difference 2.57 eV
c = 1.2: −9.760 eV at the peak, −6.668 eV at the trough, difference 3.09 eV

The local-density exchange potential differs by 1.77 eV between the same points. Raising c from 1 to 1.2 therefore adds 0.52 eV to the contrast. These two values of c are chosen by hand as typical of semiconductors; the Tran-Blaha rule, with β = 1.023 bohr^(1/2), gives c ≈ 0.47 for this model density.

The consequence for bands can be estimated. Suppose this change has the form of a cosine. Its amplitude is then 0.26 eV, and it is in phase with the applied potential. Between the plane waves e^{iGx/2} and e^{−iGx/2}, a cosine of amplitude B has matrix element B/2. These waves have equal kinetic energy, so the coupling splits them by B. In this nearly-free-electron estimate, the larger c widens the splitting at the zone boundary by about 0.26 eV. This splitting is not a gap at the Fermi level: in the applied potential the two levels lie at 2.3 and 5.3 eV for zero transverse motion, the Fermi level is at 12.4 eV, and the model remains a metal. A self-consistent calculation would also let the orbitals respond.

**(g) What does the uniform-gas result establish for silicon, and what does it leave open?**

**Solution.** The mean density used here is close to that of silicon's valence electrons, but the uniform gas is a metal and silicon is a semiconductor. Real silicon has directional bonds, low-density interstitial regions and atomic cores, none of which a single cosine represents. The amplitudes 0.3 and 3 eV are round model values, not fitted silicon potentials.

The density of a real crystal is not uniform. In the model with A = 3 eV, the loss of uniformity turns a slope of zero into local slopes of −1.20 and +1.40 eV per unit of c. These figures indicate a scale for a density wave of this kind; they are not predictions for silicon's band gap.

The uniform-gas condition is thus a constraint on the form of the potential. It guarantees that changing c does no harm in a uniform gas at zero temperature, provided the exact Slater potential is used; at 300 K the shifts of part (d) leave a small slope of 0.59 + 3 × 0.037 = 0.70 meV per unit of c. It cannot select the c that gives a good gap, because that choice acts through the density variations which the uniform gas lacks.
